# Two-phase current spinning of an asymmetric Hall plate, proved from reciprocity

## Definitions and conventions

A Hall plate is a flat conductor with four contacts on its edge. They are numbered clockwise: 1 on the left, 2 at the top, 3 on the right, 4 at the bottom. The field $B$ points along $+z$, out of the plate towards the reader. $I_k$ is the current entering at contact $k$, and $V_k$ is its potential. For current $I$ entering at $m$ and leaving at $n$, define

$$R_{mn,kl}(B)=\frac{V_k-V_l}{I}.$$

The two phases of current spinning are

$$R_A=R_{13,24}=\frac{V_2-V_4}{I},\qquad R_B=R_{24,31}=\frac{V_3-V_1}{I}.$$

Phase B is phase A with every role moved on by one contact. "Orthogonal" refers to this exchange of contact pairs; the current lines need not cross at right angles.

The claim is

$$\frac{R_A(B)+R_B(B)}2=\frac{R_A(B)-R_A(-B)}2. \tag{1}$$

The right side is the field-odd part of phase A. The offset, meaning the field-even part, is absent from it whatever the shape of the plate. The assumptions are a linear response, equal current, field and temperature in both phases, a voltmeter that draws no current, and no voltage of thermal or amplifier origin. Any frozen magnetisation would have to be reversed together with $B$; none is present here.

## Simplest case: a resistor bridge without field

Replace the plate by four resistors $r_{12},r_{23},r_{34},r_{41}$ joining neighbouring contacts, with sum $\Sigma$. In phase A the current divides between the paths 1–2–3 and 1–4–3, in inverse proportion to their resistances:

$$i_{123}=I\,\frac{r_{41}+r_{34}}{\Sigma},\qquad i_{143}=I\,\frac{r_{12}+r_{23}}{\Sigma}.$$

With $V_3=0$, $V_2=i_{123}r_{23}$ and $V_4=i_{143}r_{34}$. The products $r_{23}r_{34}$ cancel in the difference:

$$R_A=\frac{r_{23}(r_{41}+r_{34})-r_{34}(r_{12}+r_{23})}{\Sigma}=\frac{r_{23}r_{41}-r_{12}r_{34}}{\Sigma}.$$

In phase B the paths are 2–3–4 and 2–1–4. The same division of current, with $V_4=0$, gives

$$R_B=\frac{r_{34}(r_{12}+r_{41})-r_{41}(r_{23}+r_{34})}{\Sigma}=\frac{r_{12}r_{34}-r_{23}r_{41}}{\Sigma}=-R_A.$$

The offsets are opposite for any four resistors. As a limit, a balanced bridge, $r_{12}r_{34}=r_{23}r_{41}$, has no offset in either phase. What remains is to learn what a field does to this antisymmetry.

## Adding the field: the local law

Electrons have charge $-q$ and density $n$. Let $-q\phi$ be their electrochemical potential, so that $\phi$ is what a voltmeter reads, and let $\mathbf E=-\nabla\phi$. This $\mathbf E$ includes the diffusion force that appears where the density varies. In a steady state the total force balances friction:

$$-q(\mathbf E+\mathbf v\times\mathbf B)-\Gamma\mathbf v=0.$$

The friction tensor $\Gamma$ is symmetric and positive; it may be anisotropic and vary from place to place. Inserting $\mathbf v=-\mathbf j/(qn)$ gives

$$\mathbf E=\frac{\Gamma}{q^2n}\,\mathbf j+\frac{\mathbf j\times\mathbf B}{qn}.$$

Since $\mathbf j\times\mathbf B=(j_yB,-j_xB)$ in the plane, $\mathbf E=\rho\,\mathbf j$ with

$$\rho(B)=\rho_0+h\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad \rho_0=\frac{\Gamma}{q^2n},\quad h=\frac{B}{qn}.$$

The first part is symmetric and the second is antisymmetric and odd in $B$, so $\rho(B)^T=\rho(-B)$. Inversion commutes with transposition, hence the conductivity $\sigma=\rho^{-1}$ obeys

$$\sigma(B)^T=\sigma(-B). \tag{2}$$

Several groups of electrons, such as different energies or valleys, add their conductivities. If each term obeys (2), so does the sum. For a thin plate, $\mathbf j$ becomes current per width and $n$ becomes the sheet density $N$.

**Limit: uniform rectangle.** Let the current flow uniformly along $+x$ in phase A. Then the Hall part of $E_y$ is $-hj_x$, and integrating from bottom to top gives $V_2-V_4=+hI$. In phase B the current flows along $-y$, so $E_x=hj_y$ is negative and $V_3-V_1=+hI$. The Hall voltages of the two phases have the same sign, while the bridge offsets have opposite signs.

## General plate: reciprocity

Consider two states of the same plate: $\phi,\mathbf j$ at field $B$, and $\phi',\mathbf j'$ at field $-B$. Both currents are free of divergence, so

$$\nabla\cdot(\phi\,\mathbf j'-\phi'\mathbf j)=\nabla\phi\cdot\mathbf j'-\nabla\phi'\cdot\mathbf j
=-\nabla\phi\cdot\sigma(-B)\nabla\phi'+\nabla\phi'\cdot\sigma(B)\nabla\phi .$$

The last term is a number and equals its own transpose, $\nabla\phi\cdot\sigma(B)^T\nabla\phi'$. By (2) this is $\nabla\phi\cdot\sigma(-B)\nabla\phi'$, and the two terms cancel at every point.

Integrate over the plate. The divergence becomes an integral of the outward normal component along the edge. Insulating walls contribute nothing. Each contact has one potential, which comes out of the integral, and the outward current through it is $-I_k$. At an internal boundary between materials the potential and the normal current are continuous, so no extra term arises. The result is

$$\sum_k\left(V_kI'_k-V'_kI_k\right)=0. \tag{3}$$

Choose $I_k=I(1,0,-1,0)$ for the first state and $I'_k=I(0,1,0,-1)$ for the second. Equation (3) becomes $I(V_2-V_4)=I(V'_1-V'_3)$, that is

$$R_{13,24}(B)=R_{24,13}(-B). \tag{4}$$

Phase B reads the voltage with the opposite order of leads. Using (4) with $B$ replaced by $-B$,

$$R_B(B)=R_{24,31}(B)=-R_{24,13}(B)=-R_A(-B). \tag{5}$$

Split phase A into even and odd parts, $R_A(B)=E(B)+O(B)$. Then $R_A(-B)=E-O$, and (5) gives

$$R_A=E+O,\qquad R_B=-E+O,\qquad \frac{R_A+R_B}{2}=O,\qquad \frac{R_A-R_B}{2}=E .$$

This proves (1). Symmetry of the plate was not used. The two phases also have equal odd parts, even if their contacts differ in size. Magnetoresistance that is even in $B$ belongs to $E$ and cancels too. $O$ need not be proportional to $B$, so the average is free of offset but may be nonlinear in the field.

**Limit: $B=0$.** Equation (5) reduces to $R_B(0)=-R_A(0)$, the bridge result.

**Limit: one pair of contacts.** Choosing both current patterns as $I(1,0,-1,0)$ in (3) gives $V_1-V_3=V'_1-V'_3$. The input resistance of a phase is therefore even in $B$.

## Coherent quantum conductor

In a conductor smaller than the phase-coherence length a local $\sigma$ may not exist, but the contacts obey the same law. Let incoming wave amplitudes $a$ in field-free leads produce outgoing amplitudes $b=S(B)a$. Spin enters only as a factor of two. The complex conjugate of a solution of $[(\mathbf p+q\mathbf A)^2/2m+U]\psi=\varepsilon\psi$ solves the equation with $\mathbf A\to-\mathbf A$, because conjugation reverses $\mathbf p$. It also turns incoming waves into outgoing ones. Hence $a^*=S(-B)\,b^*=S(-B)S(B)^*a^*$ for every $a$, so $S(-B)$ is the inverse of $S(B)^*$. Conjugating $S^\dagger S=1$ gives $S^TS^*=1$, and therefore

$$S(-B)=S(B)^T,\qquad T_{mn}(B)=T_{nm}(-B),$$

where $T_{mn}$ is the summed probability from lead $n$ to lead $m$, including reflection for $m=n$. With $N_m$ channels in lead $m$, counting electrons that enter and leave gives, at low temperature,

$$I_m=\frac{2q^2}{h_P}\Big(N_mV_m-\sum_nT_{mn}V_n\Big)\equiv\sum_nG_{mn}V_n,\qquad G(B)^T=G(-B),$$

with $h_P$ the Planck constant. For $G(B)V=I$ and $G(-B)V'=I'$,

$$V\cdot I'=V\cdot G(-B)V'=V'\cdot G(-B)^TV=V'\cdot G(B)V=V'\cdot I ,$$

which is (3) again, and (4) and (5) follow as before.

**Test on a lattice.** A disordered lattice of 15 by 12 sites with one corner missing was joined to four unequally placed leads, with a magnetic phase of 0.30 rad per cell. The fields $+B$ and $-B$ were written in different gauges. At one and the same field, $T_{mn}$ and $T_{nm}$ differ by up to 0.728, while $T_{mn}(B)$ and $T_{nm}(-B)$ agree to rounding. The resistances are $R_A(B)=-2.0666$ kΩ, $R_A(-B)=2.3902$ kΩ and $R_B(B)=-2.3902$ kΩ. The average $(-2.0666-2.3902)/2=-2.2284$ kΩ equals the odd part of phase A.

## A deliberately bad silicon plate

The plate is n-type silicon at 300 K with rough typical values: density $2\times10^{16}$ cm⁻³, mobility 1100 cm²/Vs, thickness 3 µm, current 0.50 mA and field 0.10 T. It measures 100 µm by 80 µm, and a 20 µm square is missing at the upper right. Contacts 1 to 4 are 32, 20, 30 and 26 µm long. Contact 1 is centred on its edge; the others are not. The doping rises by about 10% along the length and 6% along the height, and the resistivity is anisotropic by a few per cent.

The phase voltages at $+B$ are 88.838 mV and $-81.525$ mV. Their average is

$$\frac{88.838-81.525}{2}\ \text{mV}=3.656\ \text{mV}.$$

Reversing the field in phase A gives 81.525 mV, so its odd part is $(88.838-81.525)/2=3.656$ mV as well. The even part, 85.181 mV, is 23 times larger and has gone.

These values come from a finite-element solution for the potential, whose matrices inherit the transpose symmetry (2). Agreement within that solution is therefore a weak test. A second solution used the stream function $\psi$, with $\mathbf j=(\partial_y\psi,-\partial_x\psi)$ and the condition $\nabla\times\mathbf E=0$. Its phase B was compared with phase A of the first solution:

- Odd parts: 3.680 mV against 3.656 mV. The difference is 0.64% at a mesh step of 0.5 µm, 1.29% at 1 µm, and $-0.01\%$ when extrapolated linearly to zero step.
- Even parts: $-85.26$ mV against $+85.18$ mV. Their sum, relative to the even part, is $-0.23\%$ at 1 µm, $-0.095\%$ at 0.5 µm and $0.04\%$ when extrapolated.

The Hall voltage is thus known to somewhat better than 1% within this model, and the cancellation survives a change of formulation. At zero step the odd part tends to about 3.67 mV, so 3.656 mV is about 0.3% low; the extra digits quoted for these voltages show the cancellation on one mesh and are not converged. For point contacts on a homogeneous sheet of the mean density it would be $IB/(qN)=5.20$ mV; this plate gives 0.70 of that.

## Where the cancellation fails

**Equal voltage instead of equal current.** With a fixed drive voltage $V_d$ the currents are $V_d/R_{\text{in},A}$ and $V_d/R_{\text{in},B}$. At zero field the average becomes

$$\frac{V_dE}{2}\left(\frac1{R_{\text{in},A}}-\frac1{R_{\text{in},B}}\right).$$

The input resistances here are 1550 Ω and 1363 Ω. With $V_d=0.775$ V, the value that gives 0.50 mA in phase A, $V_dE/R_{\text{in},A}=85.18$ mV and the remainder is $85.18\,(1-1550.3/1363.3)/2=-5.84$ mV. These values are for the 0.5 µm mesh; refining towards the contact ends raises the resistances to about 1554 Ω and 1367 Ω and moves the remainder to about $-5.80$ mV. This exceeds the Hall voltage at 0.1 T. Reciprocity constrains voltages at given currents. The two phases must therefore carry equal currents, or each voltage must be divided by its own measured current.

**Depletion.** Suppose the plate lies under a heavily doped p-layer held at fixed potential. Where the plate potential $\phi$ is higher, the depletion layer is wider and the conducting sheet thinner by a factor $1-\beta\phi$. Then

$$\mathbf j=-\sigma(1-\beta\phi)\nabla\phi=-\sigma\nabla\Phi,\qquad \Phi=\phi-\tfrac12\beta\phi^2 .$$

$\Phi$ obeys the linear problem, and contacts remain equipotentials of $\Phi$. Inverting for small $\beta$ gives $\phi\approx\Phi+\beta\Phi^2/2$. At $B=0$, with the outlet at zero potential, let $D=\Phi_2-\Phi_4$ in phase A, and let $M_A$ and $M_B$ be the mean $\Phi$ of the two sensing contacts in each phase. Since $\Phi_2^2-\Phi_4^2=2M_AD$, phase A reads $D(1+\beta M_A)$. Phase B reads $-D(1+\beta M_B)$, and the average is

$$\tfrac12\beta D(M_A-M_B).$$

Now add the two phases with reversed current and reversed voltage leads, the new outlet again at zero. Each $\Phi_k$ becomes $U-\Phi_k$, where $U$ is the drive value of $\Phi$. The mean $M$ becomes $U-M$, so each forward and reversed pair averages to $\pm D(1+\beta U/2)$. Four phases leave

$$\tfrac14\beta D(U_A-U_B).$$

Take a one-sided junction with a rough built-in voltage of 0.7 V and the p-layer at the outlet potential. At half the drive voltage the junction voltage is $V_j=0.7+0.775/2=1.088$ V. With permittivity $\epsilon=11.7\,\epsilon_0$ and thickness $t=3$ µm, the depletion width is $w=\sqrt{2\epsilon V_j/(qn)}=0.265$ µm. Since $dw/dV_j=w/(2V_j)$, $\beta\approx w/(2V_jt)$, which is 4.06% per volt. With $U_A=0.775$ V and $U_B=0.5\ \text{mA}\times1363\ \Omega=0.682$ V, the four-phase formula gives $0.0406\times85.18\ \text{mV}\times0.0935/4=81$ µV. The full square-root inversion gives 85 µV for four phases and 177 µV for two. Both figures use one $\beta$ for the whole plate and a thinning linear in $\phi$. In this plate the doping varies, so $w\propto n^{-1/2}$ and $\beta$ vary too and the change to $\Phi$ is no longer exact; solving with the depletion width at the local density and potential gives about 86 µV and 196 µV. Here 3 µm is taken as the conducting thickness at the outlet potential; if it is instead the full layer thickness before depletion, both remainders are about a quarter larger. A direct nonlinear iteration on a 2 µm mesh, with the same uniform $\beta$, reproduced the depletion shift of each phase to 0.12% of that shift.

**Heat and amplifier.** Treat the plate as a disc of equal area, radius $a=49$ µm, on bulk silicon of rough thermal conductivity $\kappa=150$ W/(m K). The dissipated power $P=0.39$ mW then warms it by $P/(4\kappa a)$, roughly 13 mK. With a rough Seebeck coefficient of 1 mV/K this allows a thermal voltage of order 13 µV. This Joule part is even in the current, so two phases need not remove it; reversing both current and voltage leads does, if the temperature pattern is unchanged. Peltier heat at the contacts, roughly 0.15 mW with the same Seebeck coefficient, is odd in the current, and reversal does not remove the thermal voltage it causes. Spinning does at zero field: as long as this effect is linear, it obeys Onsager symmetry, and its contributions to phases A and B are opposite, like those of the resistive offset. A constant amplifier voltage adds equally to every phase and survives in the average as defined here. It can be removed by the order of the leads: read phase B as $V_1-V_3$, so that it gives $R_{24,13}=E-O$, and take half the difference from phase A. This returns $O$, and the constant voltage cancels.

## Comparison with real plates

The sensitivity, 36.6 mV/T at 0.50 mA, is of the usual order for silicon plates. The raw offset is not: it corresponds to 2.3 T, whereas plates designed to be symmetric have offsets of very roughly millitesla to tens of millitesla. In a junction-isolated plate, depletion breaks the assumption of linearity. For the numbers here depletion leaves 4.8 mT after two phases and 2.3 mT after four with uniform $\beta$, and about 5.3 mT and 2.4 mT when the depletion follows the local doping. For uniform $\beta$ the formulas above make these remainders proportional to $D$ at fixed current and fixed $M_A-M_B$ or $U_A-U_B$, and those differences vanish in a plate with fourfold symmetry. Where $\beta$ varies, the proportionality fails: a square plate with centred contacts and a 10% doping gradient along $x$ has $D=0$ by mirror symmetry, yet keeps about 10 µV after two phases.

Other neglected effects can be judged by rough ratios. The mean drive field is 0.0085 of the field at which the drift velocity would saturate, although it is higher near contact ends. This is a further weak nonlinearity, whose effect on the cancellation was not computed. The mean free path, 37 nm, is far below the contact lengths, which supports a local conductivity. The electron density is $7\times10^{-4}$ of the band density of states, and the Landau spacing is $1.7\times10^{-3}$ of the thermal energy for the conductivity mass ($1.1\times10^{-3}$ and $2.4\times10^{-3}$ for the cyclotron masses with $B$ along [001]), so degeneracy and Landau quantisation are negligible. The spread of scattering times for acoustic phonons would multiply the weak-field Hall coefficient by 1.18, and the anisotropic valley masses by 0.87. Both rescale the signal but respect (2), and so leave (1) intact. The numerical output follows.

## Computed values

```
electron density 2.0e+16 cm^-3, mobility 1100 cm2/Vs
thickness 3.0 um, temperature 300 K
current 0.50 mA, field 0.10 T
mean sheet resistance 945.7 ohm
mobility times field 0.0110
phase A voltage at +B 88.8378 mV
phase A voltage at -B 81.5251 mV
phase B voltage at +B -81.5251 mV
even part of phase A 85.1814 mV
odd part of phase A 3.6563 mV
two-phase average at +B 3.6563 mV
average minus odd part -1.6e-09 uV
zero-field offset, phase A 85.1806 mV
zero-field offset, phase B -85.1806 mV
sensitivity of the average 36.563 mV/T
phase A offset as a field 2329.7 mT
ideal point-contact Hall voltage 5.2013 mV
stream function: odd part of phase B 3.6798 mV
stream function: even part of phase B -85.2622 mV
even-part sum / even part: step 1 um -0.227 %, 0.5 um -0.095 %, extrapolated 0.037 %
odd-part mismatch: step 1 um 1.292 %, 0.5 um 0.641 %, extrapolated -0.010 %
mesh shift of odd part, 1 to 0.5 um 0.301 %
mesh shift of even part, 1 to 0.5 um 0.069 %
input resistance phase A 1550.3 ohm, phase B 1363.3 ohm
drive voltage of phase A 0.7751 V
offset left with equal drive voltage -5840.3 uV = -159.731 mT
depletion width 0.265 um, thinning 4.06 % per V
depletion offset, two phases 176.97 uV = 4840.2 uT
depletion offset, four phases 84.51 uV = 2311.5 uT
depletion formula against direct iteration: 0.12 %
mean drive field 77.5 V/cm, over saturation field 0.0085
self-heating 13.13 mK, thermal voltage below 13.1 uV
Hall factor, acoustic phonons 1.178; valley masses 0.871
density over band density of states 7.3e-04
Landau spacing over thermal energy 1.7e-03
mean free path 37 nm
quantum plate: flux per cell 0.30 rad
quantum plate: largest T_mn(B)-T_nm(B) 0.728
quantum plate: largest T_mn(B)-T_nm(-B) 1.9e-15
quantum R_A(B) -2.0666 kohm, R_A(-B) 2.3902 kohm
quantum R_B(B) -2.3902 kohm, average -2.2284 kohm
```
